# Equivalent Donor Density of a Linearly Graded Polar Layer: test program

```python
"""Polarization doping by a linear grade.

Result under test: a polarization that falls linearly by delta_p over a
thickness acts as a donor density N = delta_p / (e * thickness).
Symbols: P polarization, phi electrostatic potential, n electron density,
eta = (Fermi level - conduction band edge) / (k_B T), s = z / thickness.
The electron model uses constant permittivity and mass, Fermi-Dirac
statistics, and zero electric field at both ends of the layer.
"""
import numpy as np
from scipy.constants import e, epsilon_0, hbar, k, m_e
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import expit

delta_p = 0.027            # C/m^2
thickness = 100e-9         # m
relative_permittivity = 10.0
mass_ratio = 0.2
temperature = 300.0        # K
band_rise = 0.5            # eV, equal in number to volts
curvature = 0.2            # b in the curved polarization profile

permittivity = relative_permittivity * epsilon_0
thermal_voltage = k * temperature / e
band_density = 2 * (mass_ratio * m_e * k * temperature
                    / (2 * np.pi * hbar**2))**1.5

# Derived formulas
charge_density = delta_p / thickness
donor_density = charge_density / e
sheet_density = delta_p / e
depleted_drop = e * donor_density * thickness**2 / (2 * permittivity)


def dipole_planes(offset, cells=200):
    """Charge per area on the planes between uniformly polarized cells."""
    middle = (np.arange(cells) + 0.5) / cells
    polarization = np.concatenate(
        ([offset], offset - delta_p * middle, [offset - delta_p]))
    charge = np.zeros(cells + 1)
    charge += polarization[:-1]    # upper face of the cell below the plane
    charge -= polarization[1:]     # lower face of the cell above the plane
    return np.linspace(0, thickness, cells + 1), charge


# Bound charge from explicit dipoles, for two values of the constant part
for offset in (0.0, -0.05):
    planes, plane_charge = dipole_planes(offset)
    window = slice(50, 150)
    window_width = 100 * (planes[1] - planes[0])
    dipole_density = plane_charge[window].sum() / (e * window_width)
    assert abs(dipole_density / donor_density - 1) < 1e-9
    assert abs(plane_charge.sum() / (e * sheet_density) - 1) < 1e-9

# Depleted layer: sum the fields of all charged planes; remote charges
# supply the uniform field that makes the field vanish below the layer
centres = 0.5 * (planes[1:] + planes[:-1])
signs = np.sign(centres[:, None] - planes[None, :])
plane_field = (signs @ plane_charge + plane_charge.sum()) / (2 * permittivity)
summed_drop = np.sum(plane_field * np.diff(planes))
assert abs(summed_drop / depleted_drop - 1) < 1e-9

# Fermi-Dirac density by quadrature in t = sqrt(energy / k_B T)
t_grid = np.linspace(0, 8, 401)
weights = np.full(t_grid.size, t_grid[1])
weights[[0, -1]] *= 0.5
weights *= 4 / np.sqrt(np.pi) * t_grid**2


def electron_density(eta):
    """Electron density and its derivative with respect to eta."""
    occupation = expit(np.atleast_1d(eta)[:, None] - t_grid[None, :]**2)
    density = band_density * (occupation @ weights)
    slope = band_density * ((occupation * (1 - occupation)) @ weights)
    return density, slope


eta_neutral = brentq(
    lambda x: electron_density(x)[0][0] / donor_density - 1, -10, 10)


def solve_layer(profile, nodes=401):
    """Newton solution of Poisson's equation for a profile P(s)."""
    s = np.linspace(0, 1, nodes)
    step = thickness / (nodes - 1)
    faces = np.concatenate(([0.0], 0.5 * (s[1:] + s[:-1]), [1.0]))
    polarization_change = np.diff(profile(faces))
    volume = np.diff(faces) * thickness
    phi = thermal_voltage * eta_neutral + band_rise * s
    coupling = permittivity / step
    for _ in range(100):
        eta = (phi - band_rise * s) / thermal_voltage
        density, slope = electron_density(eta)
        flux = np.concatenate(([0.0], coupling * np.diff(phi), [0.0]))
        residual = np.diff(flux) - polarization_change - e * density * volume
        bands = np.zeros((3, nodes))
        bands[0, 1:] = coupling
        bands[2, :-1] = coupling
        bands[1] = -2 * coupling - e * slope * volume / thermal_voltage
        bands[1, [0, -1]] += coupling
        update = solve_banded((1, 1), bands, -residual)
        phi = phi + np.clip(update, -0.05, 0.05)
        if np.max(np.abs(update)) < 1e-11:
            break
    else:
        raise RuntimeError("Newton iteration did not converge")
    eta = (phi - band_rise * s) / thermal_voltage
    density = electron_density(eta)[0]
    return s, phi, density, np.sum(density * volume)


# Linear grade: interior density, sheet density and interior field
s, phi, density, total = solve_layer(lambda x: -delta_p * x)
interior = (s >= 0.25) & (s <= 0.75)
assert np.max(np.abs(density[interior] / donor_density - 1)) < 1e-3
assert abs(total / sheet_density - 1) < 1e-7
assert abs(density[0] / donor_density - 1) > 0.1   # ends are not neutral
assert abs(density[-1] / donor_density - 1) > 0.1
middle_field = -(phi[201] - phi[199]) / (2 * thickness / 400)
expected_field = -band_rise / thickness
assert abs(middle_field / expected_field - 1) < 1e-3

# Decay of the density deviation away from the lower end
neutral_slope = electron_density(eta_neutral)[1][0]
screening_length = np.sqrt(permittivity * thermal_voltage
                           / (e * neutral_slope))
deviation = density / donor_density - 1
decay_length = 10e-9 / np.log(deviation[60] / deviation[100])
assert abs(decay_length / screening_length - 1) < 0.03

# Curved grade with the same total polarization change
_, _, curved, curved_total = solve_layer(
    lambda x: -delta_p * (x + curvature * x * (1 - x)))
local_formula = donor_density * (1 + curvature * (1 - 2 * s))
assert np.max(np.abs(curved[interior] / local_formula[interior] - 1)) < 0.01
assert abs(curved_total / sheet_density - 1) < 1e-7

# The stated approximate answer
assert abs(donor_density * 1e-6 / 1.7e18 - 1) < 0.03

print("INPUTS")
print(f"polarization change: {delta_p:.3f} C/m^2")
print(f"grade thickness: {thickness * 1e9:.0f} nm")
print(f"elementary charge: {e:.6e} C")
print(f"relative permittivity (model): {relative_permittivity:.0f}")
print(f"effective mass (model): {mass_ratio:.1f} electron masses")
print(f"temperature (model): {temperature:.0f} K")
print(f"band-edge rise (model): {band_rise:.1f} eV")
print("MAIN RESULT")
print(f"bound charge density: {charge_density:.3e} C/m^3")
print(f"equivalent donor density: {donor_density:.3e} m^-3")
print(f"equivalent donor density: {donor_density * 1e-6:.3e} cm^-3")
print(f"density from dipole cells: {dipole_density * 1e-6:.3e} cm^-3")
print(f"sheet density: {sheet_density * 1e-4:.3e} cm^-2")
print("FULLY DEPLETED LAYER")
print(f"potential drop, formula: {depleted_drop:.2f} V")
print(f"potential drop, sum over planes: {summed_drop:.2f} V")
print("LAYER WITH ELECTRONS, LINEAR GRADE")
for label, index in (("0", 0), ("25", 100), ("50", 200),
                     ("75", 300), ("100", 400)):
    print(f"electron density at {label} nm: "
          f"{density[index] * 1e-6:.3e} cm^-3")
print(f"electron sheet density: {total * 1e-4:.3e} cm^-2")
print(f"field at the middle: {middle_field * 1e-5:.2f} kV/cm")
print(f"screening length, formula: {screening_length * 1e9:.2f} nm")
print(f"decay length, numerical: {decay_length * 1e9:.2f} nm")
print("LAYER WITH ELECTRONS, CURVED GRADE")
print(f"curvature parameter b: {curvature:.1f}")
for label, index in (("25", 100), ("50", 200), ("75", 300)):
    print(f"density at {label} nm, numerical: "
          f"{curved[index] * 1e-6:.3e} cm^-3")
    print(f"density at {label} nm, local formula: "
          f"{local_formula[index] * 1e-6:.3e} cm^-3")
print(f"electron sheet density: {curved_total * 1e-4:.3e} cm^-2")
print("all good")
```

It prints:

```
INPUTS
polarization change: 0.027 C/m^2
grade thickness: 100 nm
elementary charge: 1.602177e-19 C
relative permittivity (model): 10
effective mass (model): 0.2 electron masses
temperature (model): 300 K
band-edge rise (model): 0.5 eV
MAIN RESULT
bound charge density: 2.700e+05 C/m^3
equivalent donor density: 1.685e+24 m^-3
equivalent donor density: 1.685e+18 cm^-3
density from dipole cells: 1.685e+18 cm^-3
sheet density: 1.685e+13 cm^-2
FULLY DEPLETED LAYER
potential drop, formula: 15.25 V
potential drop, sum over planes: 15.25 V
LAYER WITH ELECTRONS, LINEAR GRADE
electron density at 0 nm: 2.637e+18 cm^-3
electron density at 25 nm: 1.686e+18 cm^-3
electron density at 50 nm: 1.685e+18 cm^-3
electron density at 75 nm: 1.685e+18 cm^-3
electron density at 100 nm: 9.565e+17 cm^-3
electron sheet density: 1.685e+13 cm^-2
field at the middle: -50.00 kV/cm
screening length, formula: 3.27 nm
decay length, numerical: 3.27 nm
LAYER WITH ELECTRONS, CURVED GRADE
curvature parameter b: 0.2
density at 25 nm, numerical: 1.854e+18 cm^-3
density at 25 nm, local formula: 1.854e+18 cm^-3
density at 50 nm, numerical: 1.685e+18 cm^-3
density at 50 nm, local formula: 1.685e+18 cm^-3
density at 75 nm, numerical: 1.516e+18 cm^-3
density at 75 nm, local formula: 1.517e+18 cm^-3
electron sheet density: 1.685e+13 cm^-2
all good
```
